**Maximum growth rate of a ripple on a stressed surface**

For the surface-diffusion growth rate $K(ak^3-\gamma k^4)$, the maximum is $27Ka^4/(256\gamma^3)$ at $k=3a/(4\gamma)$. Here $k$ is the ripple wavenumber, $K$ the surface mobility, $a$ the elastic driving coefficient and $\gamma$ the surface energy. The program solves elasticity on a wavy surface, applies the surface-diffusion law and asserts that the resulting rate agrees with the formula at five wavenumbers. It also asserts the position, height and curvature of the numerically found peak, its scaling when the strain is doubled, and the factorization that makes the maximum global. A separate half-space calculation asserts the value of $a$ and its independence of film thickness for equal elastic constants. For rough silicon-germanium parameters the output gives a wavelength of about 241 nm and a peak rate of about $4.5\times10^{-4}$ s⁻¹. It also sizes neglected effects: with rough cubic elastic constants, the peak rate is 0.58 or 0.39 of the value in the isotropic example, depending on ripple direction.

## Numerical check

```python
"""
Result under test: a stressed solid whose surface evolves by surface diffusion
amplifies a small ripple of wavenumber k at the rate K*(a*k^3 - gamma*k^4).
The maximum is 27*K*a^4/(256*gamma^3), reached at k = 3*a/(4*gamma).

K      mobility D*n*Omega^2/(kB*T), nm^6/(eV s)
a      elastic driving coefficient 2*(1-nu^2)*stress^2/E, eV/nm^3
gamma  surface energy, eV/nm^2
The ripple is h = A*cos(k*x); its slope amplitude is k*A.
The rate is also computed from its definition: elasticity is solved on the
wavy surface, then the surface-diffusion law is applied to that surface.
Units: nm, eV, s, K.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import expm, schur
from scipy.optimize import brentq, minimize_scalar

# Rough typical inputs: Si-Ge film, about one quarter Ge, on Si(001)
young, poisson = 800.0, 0.27            # eV/nm^3, dimensionless
gamma = 8.0                             # eV/nm^2
misfit = 0.01
thickness = 10.0                        # nm
temperature = 900.0                     # K
atomic_volume = 0.02                    # nm^3
site_density = 7.0                      # 1/nm^2
diffusivity = 1.0e4                     # nm^2/s at the temperature above
activation = 1.5                        # eV, used for temperature sensitivity
initial_amplitude = 0.1                 # nm
final_slope = 0.1
kB = constants.k / constants.e          # eV/K


def mobility_at(T):
    d = diffusivity * np.exp(-activation / kB * (1 / T - 1 / temperature))
    return d * site_density * atomic_volume**2 / (kB * T)


def film_stress(strain):
    return young * strain / (1 - poisson)


def elastic_coefficient(stress):
    return 2 * (1 - poisson**2) * stress**2 / young


def peak_formula(K, a, g):
    return 3 * a / (4 * g), 27 * K * a**4 / (256 * g**3)


K = mobility_at(temperature)
stress = film_stress(misfit)
a = elastic_coefficient(stress)
k_peak, rate_peak = peak_formula(K, a, gamma)


# ---- Growth rate from its definition on the actual wavy surface ----
def surface_energy_density(slope, s0, points=128, modes=20):
    """Elastic energy density on y = slope*cos(x), lengths in units of 1/k.
    Decaying Airy modes are fitted to zero traction on the wavy surface."""
    x = 2 * np.pi * np.arange(points) / points
    y = (slope * np.cos(x))[:, None]
    dh = -slope * np.sin(x)
    n = np.arange(1, modes + 1)[None, :]
    ec = np.exp(n * y) * np.cos(n * x[:, None])
    es = np.exp(n * y) * np.sin(n * x[:, None])
    xx = np.hstack([ec, (2 + n * y) * ec])
    yy = np.hstack([-ec, -n * y * ec])
    xy = np.hstack([es, (1 + n * y) * es])
    matrix = np.vstack([-dh[:, None] * xx + xy, -dh[:, None] * xy + yy])
    target = np.concatenate([dh * s0, np.zeros(points)])
    coef = np.linalg.lstsq(matrix, target, rcond=None)[0]
    if s0 != 0:
        residual = np.max(np.abs(matrix @ coef - target)) / abs(s0)
        assert residual < 1e-5 * max(slope, 1e-3)
    sxx, syy, sxy = s0 + xx @ coef, yy @ coef, xy @ coef
    szz = s0 + poisson * (sxx - s0 + syy)      # no extra strain along z
    w = (sxx**2 + syy**2 + szz**2
         - 2 * poisson * (sxx * syy + syy * szz + szz * sxx)) / (2 * young)
    w += (1 + poisson) * sxy**2 / young
    return x, dh, w


def derivative(f):
    order = np.fft.fftfreq(len(f), 1 / len(f))
    order[len(f) // 2] = 0
    return np.fft.ifft(1j * order * np.fft.fft(f)).real


def defined_rate(k, s0, slope=2e-4):
    x, dh, w = surface_energy_density(slope, s0)
    metric = np.sqrt(1 + dh**2)
    curvature = slope * np.cos(x) / metric**3
    potential = gamma * k * curvature + w
    dhdt = derivative(derivative(potential) / metric)
    return K * k**3 * 2 * np.mean(dhdt * np.cos(x)) / slope


def numerical_peak(s0, k_scale):
    found = minimize_scalar(lambda q: -defined_rate(q * k_scale, s0),
                            bounds=(0.3, 1.0), method="bounded",
                            options={"xatol": 1e-7})
    return found.x * k_scale, -found.fun


k_cut = a / gamma
for fraction in (0.2, 0.5, 0.9, 1.0, 1.3):
    k = fraction * k_cut
    law = K * (a * k**3 - gamma * k**4)
    assert abs(defined_rate(k, stress) - law) < 1e-5 * K * a * k**3
k_num, rate_num = numerical_peak(stress, k_cut)
assert abs(k_num / k_peak - 1) < 1e-4
assert abs(rate_num / rate_peak - 1) < 1e-5
# Tension and compression act alike; without stress the ripple decays
assert abs(defined_rate(k_peak, -stress) / rate_peak - 1) < 1e-5
assert defined_rate(k_peak, 0.0) < 0
# Doubling the strain: wavenumber times 4, peak rate times 256
k_double, rate_double = numerical_peak(film_stress(2 * misfit), 4 * k_cut)
assert abs(k_double / k_num - 4) < 1e-3
assert abs(rate_double / rate_num - 256) < 1e-2
# Curvature of the peak by finite differences of the defined rate
dk = 0.01 * k_peak
curv_num = (defined_rate(k_peak + dk, stress) - 2 * defined_rate(k_peak, stress)
            + defined_rate(k_peak - dk, stress)) / dk**2
curv_formula = -9 * K * a**2 / (4 * gamma)
assert abs(curv_num / curv_formula - 1) < 1e-3
# Global maximum: exact factorization and a quadratic without real zeros
z = sp.symbols("z", real=True)
quadratic = z**2 + z / 2 + sp.Rational(3, 16)
gap = sp.Rational(27, 256) - z**3 * (1 - z)
assert sp.expand(gap - (z - sp.Rational(3, 4))**2 * quadratic) == 0
assert sp.discriminant(quadratic, z) < 0


# ---- Half-space response for cubic crystals and for layers ----
def state_matrix(c11, c12, c44, direction):
    """Depth derivative of (ux, uy, shear, normal traction), units of 1/k;
    axis 0 is the ripple direction and axis 1 the surface normal [001]."""
    d = np.eye(3)
    C = (c12 * np.einsum("ij,kl->ijkl", d, d)
         + c44 * (np.einsum("ik,jl->ijkl", d, d)
                  + np.einsum("il,jk->ijkl", d, d))
         + (c11 - c12 - 2 * c44) * np.einsum("mi,mj,mk,ml->ijkl", d, d, d, d))
    e = np.array(direction, float) / np.linalg.norm(direction)
    normal = np.array([0.0, 0.0, 1.0])
    R = np.array([e, normal, np.cross(e, normal)])
    C = np.einsum("ai,bj,ck,dl,ijkl->abcd", R, R, R, R, C)
    p, q, r, g = C[0, 0, 0, 0], C[0, 0, 1, 1], C[1, 1, 1, 1], C[0, 1, 0, 1]
    return np.array([[0, 1, 1 / g, 0], [-q / r, 0, 0, 1 / r],
                     [p - q * q / r, 0, 0, q / r], [0, 0, -1, 0]])


def shear_compliance(film, substrate, kh):
    """Tangential surface displacement per unit shear traction, times k."""
    _, vectors, count = schur(substrate, output="real", sort="rhp")
    assert count == 2
    basis = expm(film * kh) @ vectors[:, :2]
    return basis[0] @ np.linalg.solve(basis[2:], np.array([1.0, 0.0]))


def isotropic_matrix(E):
    shear = E / (2 * (1 + poisson))
    lame = E * poisson / ((1 + poisson) * (1 - 2 * poisson))
    return state_matrix(lame + 2 * shear, lame, shear, (1, 0, 0))


iso = isotropic_matrix(young)
for kh in (0.0, 0.3, 2.0):                 # equal constants: no thickness effect
    assert abs(stress**2 * shear_compliance(iso, iso, kh) / a - 1) < 1e-6

# Rough cubic constants of the film, eV/nm^3
c11, c12, c44 = 1000.0, 375.0, 480.0
cubic_stress = misfit * (c11 + c12 - 2 * c12**2 / c11)
cubic = {}
for name, direction in (("[100]", (1, 0, 0)), ("[110]", (1, 1, 0))):
    m = state_matrix(c11, c12, c44, direction)
    a_cubic = cubic_stress**2 * shear_compliance(m, m, 0.0)
    kc, rc = peak_formula(K, a_cubic, gamma)
    cubic[name] = (a_cubic, 2 * np.pi / kc, rc / rate_peak)

# Stiffer substrate: the driving coefficient now depends on k
stiffer = 1.05
stiff = isotropic_matrix(stiffer * young)


def layered_rate(k):
    a_k = stress**2 * shear_compliance(iso, stiff, k * thickness)
    return K * (a_k * k**3 - gamma * k**4)


layer = minimize_scalar(lambda q: -layered_rate(q * k_cut),
                        bounds=(0.3, 1.0), method="bounded")
layer_factor = -layer.fun / rate_peak

# Other neglected effects
expansion_difference = 0.8e-6              # 1/K, rough
reference_temperature = 300.0              # K, where the misfit is quoted
thermal_strain = expansion_difference * (temperature - reference_temperature)
a_hot = elastic_coefficient(film_stress(misfit + thermal_strain))
thermal_factor = peak_formula(K, a_hot, gamma)[1] / rate_peak
stiffness_factor = peak_formula(K, a, 1.2 * gamma)[1] / rate_peak
surface_stress = 8.0                       # eV/nm^2, rough size
surface_stress_ratio = surface_stress * k_peak / stress
temperature_factor = mobility_at(temperature + 10) / K
slope_factor = {s: defined_rate(k_peak, stress, s) / rate_peak
                for s in (0.1, 0.2)}

burgers = 0.384                            # nm
cos60 = 0.5
shear_modulus = young / (2 * (1 + poisson))


def dislocation_balance(h):
    work = (2 * shear_modulus * (1 + poisson) / (1 - poisson)
            * misfit * h * burgers * cos60)
    line = (shear_modulus * burgers**2 * (1 - poisson * cos60**2)
            / (4 * np.pi * (1 - poisson)) * (np.log(h / burgers) + 1))
    return work - line


critical_thickness = brentq(dislocation_balance, 1.0, 1000.0)

growth_time = np.log(final_slope / (k_peak * initial_amplitude)) / rate_peak
relative_width = 1 / (k_peak * np.sqrt(-curv_num * growth_time))
assert abs(relative_width * np.sqrt(12 * rate_peak * growth_time) - 1) < 1e-3
wavelength = 2 * np.pi / k_peak

print(f"Young modulus: {young:.0f} eV/nm^3")
print(f"Poisson ratio: {poisson:.2f}")
print(f"surface energy gamma: {gamma:.1f} eV/nm^2")
print(f"misfit strain: {misfit:.3f}")
print(f"film thickness: {thickness:.0f} nm")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy: {kB * temperature:.5f} eV")
print(f"atomic volume: {atomic_volume:.3f} nm^3")
print(f"site density: {site_density:.1f} 1/nm^2")
print(f"surface diffusivity: {diffusivity:.1e} nm^2/s")
print(f"film stress magnitude: {stress:.3f} eV/nm^3")
print(f"elastic coefficient a: {a:.5f} eV/nm^3")
print(f"mobility K: {K:.2f} nm^6/(eV s)")
print(f"neutral wavenumber: {k_cut:.5f} 1/nm")
print(f"neutral wavelength: {2 * np.pi / k_cut:.1f} nm")
print(f"peak wavenumber, formula: {k_peak:.6f} 1/nm")
print(f"peak wavenumber, numerical: {k_num:.6f} 1/nm")
print(f"peak wavenumber, converted: {k_peak / 10:.7f} 1/angstrom")
print(f"peak wavelength: {wavelength:.1f} nm")
print(f"peak wavelength, converted: {wavelength * 10:.0f} angstrom")
print(f"peak rate, formula: {rate_peak:.6e} 1/s")
print(f"peak rate, numerical: {rate_num:.6e} 1/s")
print(f"e-folding time: {1 / rate_peak:.0f} s")
print(f"peak curvature, formula: {curv_formula:.4f} nm^2/s")
print(f"peak curvature, numerical: {curv_num:.4f} nm^2/s")
print(f"strain doubled, wavenumber ratio: {k_double / k_num:.3f}")
print(f"strain doubled, rate ratio: {rate_double / rate_num:.2f}")
print(f"initial amplitude: {initial_amplitude:.1f} nm")
print(f"amplitude at slope {final_slope:.1f}: {final_slope / k_peak:.2f} nm")
print(f"time to slope {final_slope:.1f}: {growth_time:.0f} s")
print(f"relative spectral width then: {relative_width:.3f}")
print(f"cubic C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} eV/nm^3")
for name, (a_c, wave_c, factor_c) in cubic.items():
    print(f"cubic {name} coefficient a: {a_c:.4f} eV/nm^3")
    print(f"cubic {name} wavelength: {wave_c:.0f} nm")
    print(f"cubic {name} rate factor: {factor_c:.3f}")
print(f"substrate/film modulus ratio: {stiffer:.2f}")
print(f"stiffer substrate, rate factor: {layer_factor:.3f}")
print(f"expansion difference: {expansion_difference:.1e} 1/K")
print(f"misfit reference temperature: {reference_temperature:.0f} K")
print(f"thermal strain: {thermal_strain:.2e}")
print(f"thermal strain, rate factor: {thermal_factor:.3f}")
print(f"surface stiffness +20%, rate factor: {stiffness_factor:.3f}")
print(f"surface stress assumed: {surface_stress:.1f} eV/nm^2")
print(f"surface/film stress traction ratio: {surface_stress_ratio:.4f}")
for s, factor in slope_factor.items():
    print(f"slope {s:.1f}, instantaneous rate factor: {factor:.3f}")
print(f"activation energy: {activation:.1f} eV")
print(f"10 K hotter, rate factor: {temperature_factor:.3f}")
print(f"Burgers vector length: {burgers:.3f} nm")
print(f"dislocation critical thickness: {critical_thickness:.1f} nm")
print("done: every assertion held")
```

Printed output:

```
Young modulus: 800 eV/nm^3
Poisson ratio: 0.27
surface energy gamma: 8.0 eV/nm^2
misfit strain: 0.010
film thickness: 10 nm
temperature: 900 K
thermal energy: 0.07756 eV
atomic volume: 0.020 nm^3
site density: 7.0 1/nm^2
surface diffusivity: 1.0e+04 nm^2/s
film stress magnitude: 10.959 eV/nm^3
elastic coefficient a: 0.27836 eV/nm^3
mobility K: 361.03 nm^6/(eV s)
neutral wavenumber: 0.03479 1/nm
neutral wavelength: 180.6 nm
peak wavenumber, formula: 0.026096 1/nm
peak wavenumber, numerical: 0.026096 1/nm
peak wavenumber, converted: 0.0026096 1/angstrom
peak wavelength: 240.8 nm
peak wavelength, converted: 2408 angstrom
peak rate, formula: 4.464778e-04 1/s
peak rate, numerical: 4.464777e-04 1/s
e-folding time: 2240 s
peak curvature, formula: -7.8675 nm^2/s
peak curvature, numerical: -7.8679 nm^2/s
strain doubled, wavenumber ratio: 4.000
strain doubled, rate ratio: 256.00
initial amplitude: 0.1 nm
amplitude at slope 0.1: 3.83 nm
time to slope 0.1: 8166 s
relative spectral width then: 0.151
cubic C11, C12, C44: 1000, 375, 480 eV/nm^3
cubic [100] coefficient a: 0.2427 eV/nm^3
cubic [100] wavelength: 276 nm
cubic [100] rate factor: 0.578
cubic [110] coefficient a: 0.2195 eV/nm^3
cubic [110] wavelength: 305 nm
cubic [110] rate factor: 0.387
substrate/film modulus ratio: 1.05
stiffer substrate, rate factor: 0.917
expansion difference: 8.0e-07 1/K
misfit reference temperature: 300 K
thermal strain: 4.80e-04
thermal strain, rate factor: 1.455
surface stiffness +20%, rate factor: 0.579
surface stress assumed: 8.0 eV/nm^2
surface/film stress traction ratio: 0.0191
slope 0.1, instantaneous rate factor: 0.949
slope 0.2, instantaneous rate factor: 0.808
activation energy: 1.5 eV
10 K hotter, rate factor: 1.223
Burgers vector length: 0.384 nm
dislocation critical thickness: 9.4 nm
done: every assertion held
```
